# Growth velocity and KPZ nonlinearity of the totally asymmetric single-step model

**The model.** A one-dimensional surface has integer heights $h_i$ at sites $i$ of unit spacing. Neighbouring heights differ by one unit,

$$u_i=h_{i+1}-h_i=\pm1 .$$

Every site receives deposition attempts at rate 1, independently of the other sites. An attempt at site $i$ succeeds if $i$ is a local minimum, that is, if both neighbours are higher. Then $h_i\to h_i+2$, and the site becomes a local maximum. All other attempts are rejected, and nothing evaporates.

The surface is closed into a ring of $L\ge3$ sites with $N_+$ up-steps ($u_i=+1$) and $N_-=L-N_+$ down-steps. The slopes are periodic, $u_{i+L}=u_i$, while the heights continue as $h_{i+L}=h_i+mL$, where

$$m=\frac{N_+-N_-}{L},\qquad N_\pm=\frac{L(1\pm m)}{2}$$

is the mean tilt. Lengths are in lattice units and time is in units of the inverse attempt rate.

## Part (a)

**Question.** Show that the tilt is conserved, and express the mean growth velocity through a probability for two neighbouring slopes.

**Answer.** Site $i$ is a local minimum when the surface descends into it and ascends out of it: $u_{i-1}=-1$, $u_i=+1$. Raising $h_i$ by 2 raises $u_{i-1}=h_i-h_{i-1}$ by 2 and lowers $u_i=h_{i+1}-h_i$ by 2. Hence

$$(u_{i-1},u_i):\quad(-1,+1)\;\to\;(+1,-1).$$

The two slopes are exchanged. $N_+$ and $N_-$ do not change, so neither does $m$. Seen as a particle, an up-step hops one place to the left, provided that place holds a down-step.

Each event raises the mean height $\bar h=L^{-1}\sum_i h_i$ by $2/L$. Events occur at a total rate equal to the number of local minima, $n_{\min}$. Therefore

$$v_L=\frac{d\langle\bar h\rangle}{dt}=\frac{2}{L}\langle n_{\min}\rangle
=\frac{2}{L}\sum_{i=1}^{L}P(u_{i-1}=-1,\,u_i=+1).\tag{1}$$

The factor 2 is the height gained per event. It would be lost if one counted deposited particles instead of height.

## Part (b)

**Question.** Find the stationary distribution of the slope configurations for $0<N_+<L$, and show that it is unique. Does it obey detailed balance?

**Answer.** Let $P(C)$ be the probability of configuration $C$. The system leaves $C$ at rate $n_{\min}(C)$. The last event before arriving in $C$ must have turned a minimum into what is now a local maximum of $C$. Each local maximum thus gives one incoming move, from the configuration $C_i$ in which the slopes at maximum $i$ are exchanged back. The master equation is

$$\frac{dP(C)}{dt}=\sum_{i\,\in\,\text{maxima of }C}P(C_i)-n_{\min}(C)\,P(C).$$

Try equal weights, $P(C)=p$ for all $C$ with the given $N_+$. The right side becomes $p\,[n_{\max}(C)-n_{\min}(C)]$. The indicators of a minimum and a maximum at $i$ are $(1-u_{i-1})(1+u_i)/4$ and $(1+u_{i-1})(1-u_i)/4$. Multiplying out,

$$n_{\min}-n_{\max}=\frac14\sum_i\big[(1+u_i-u_{i-1}-u_{i-1}u_i)-(1-u_i+u_{i-1}-u_{i-1}u_i)\big]
=\frac12\sum_i(u_i-u_{i-1})=0 ,$$

because the last sum telescopes around the ring. The uniform distribution is therefore stationary.

For uniqueness it suffices that every configuration can be reached from every other. Unroll the ring and label the up-steps by positions $x_1<\dots<x_N<x_1+L$, with $N=N_+$ and $x_0=x_N-L$. Let the target positions be $y_1<\dots<y_N<y_1+L$, with $y_0=y_N-L$. Shift all targets by a common multiple of $L$, which leaves the target configuration unchanged, until $y_k\le x_k$ for all $k$. Now move up-steps left, never past their targets.

Could this process get stuck early? Then some $k$ would have $x_k>y_k$ but be blocked, $x_{k-1}=x_k-1$. It would follow that $x_{k-1}\ge y_k>y_{k-1}$, so up-step $k-1$ would also be unfinished, and hence also blocked. Repeating the argument around the ring, all up-steps would be blocked and would fill every site, contradicting $N_+<L$. The target is thus reached after finitely many moves. A finite Markov process in which all configurations communicate has one stationary distribution, and it approaches it from any start.

Detailed balance fails. Each event lowers the sum of the up-step positions by 1 modulo $L$. Returning by a single event would require $-2\equiv0$ modulo $L$, which is impossible for $L\ge3$. A transition with positive rate therefore has a reverse of rate zero. Stationarity comes from a balance of total flows, not of pairs of transitions.

The argument uses equal attempt rates. With site-dependent rates $r_i$, the outflow would be $\sum r_i$ over minima and the inflow $\sum r_i$ over maxima. These sums generally differ, and uniform weights would then fail.

## Part (c)

**Question.** Calculate the stationary velocity on the finite ring. Then find the correlation of neighbouring slopes and use it to check the result.

**Answer.** There are $\binom{L}{N_+}$ equally likely configurations. If $u_{i-1}=-1$ and $u_i=+1$ are fixed, the other $L-2$ places must hold $N_+-1$ up-steps. Thus

$$P(-1,+1)=\frac{\binom{L-2}{N_+-1}}{\binom{L}{N_+}}
=\frac{(L-2)!}{(N_+-1)!\,(N_--1)!}\,\frac{N_+!\,N_-!}{L!}
=\frac{N_+N_-}{L(L-1)} .$$

This is the same for every $i$, so the sum in (1) gives a factor $L$, which cancels the prefactor $1/L$:

$$v_L=\frac{2N_+N_-}{L(L-1)}
=\frac{2}{L(L-1)}\,\frac{L^2(1-m^2)}{4}
=\frac{L}{L-1}\,\frac{1-m^2}{2}.\tag{2}$$

For the check, let $c=\langle u_iu_j\rangle$ with $i\ne j$. Uniform weights are unchanged by any permutation of the slopes, so $c$ is the same for all pairs. Squaring the fixed sum $\sum_iu_i=mL$ gives $L$ diagonal terms equal to 1 and $L(L-1)$ off-diagonal terms:

$$L+L(L-1)c=m^2L^2\quad\Rightarrow\quad c=\frac{m^2L-1}{L-1},\qquad
c-m^2=-\frac{1-m^2}{L-1}.\tag{3}$$

The average of the minimum indicator is $(1+m-m-c)/4=(1-c)/4$. By (1), the velocity is twice this:

$$v_L=\frac{1-c}{2}=\frac12\,\frac{L-1-m^2L+1}{L-1}=\frac{L}{L-1}\,\frac{1-m^2}{2},$$

in agreement with (2). The negative correlation in (3) comes from the fixed number of up-steps: if one place holds an up-step, fewer remain for the others. Opposite neighbours are then slightly more likely than for independent slopes, there are more minima, and the small ring grows faster.

The smallest balanced case with two kinds of configuration, $L=4$ and $N_+=2$, can be listed. Four configurations are rotations of $(+,+,-,-)$, with one minimum each. Two are alternating, with two minima each. The mean number of minima is $(4\cdot1+2\cdot2)/6=1.3333$, and

$$v_4=\tfrac24\times1.3333=0.6667 .$$

The neighbour correlation averages to 0 around the first kind and to $-1$ around the second, so $c=-2/6=-0.3333$, and $(1-c)/2=0.6667$ again.

## Part (d)

**Question.** Obtain the velocity of an infinitely long surface at fixed tilt. Discuss steep surfaces and an initially flat one.

**Answer.** For $L\to\infty$ at fixed $m$, the factor $L/(L-1)$ tends to 1:

$$v(m)=\frac{1-m^2}{2}=2\cdot\frac{1-m}{2}\cdot\frac{1+m}{2}.\tag{4}$$

The second form shows the meaning. The correlation $c-m^2$ has vanished, and a minimum requires a down-step, of density $(1-m)/2$, followed by an up-step, of density $(1+m)/2$. Each minimum gains 2 height units per unit time.

Near $m=1$ the down-steps are rare, with density $\rho_-=(1-m)/2$, and $v=2\rho_-(1-\rho_-)\approx2\rho_-$. Each isolated down-step provides one growth site. At $m=\pm1$ there is no minimum and the surface is frozen, $v=0$.

Formula (4) describes the stationary state, not the first moments of growth. A flat surface prepared with alternating slopes has $L/2$ minima, so by (1) it starts with velocity $(2/L)(L/2)=1$. This is twice the stationary value $v(0)=1/2$. Growth roughens the surface and thereby removes half of the initial growth sites.

## Part (e)

**Question.** The Kardar-Parisi-Zhang (KPZ) equation is written with the convention

$$\partial_th=v_0+\nu\,\partial_x^2h+\frac{\lambda}{2}(\partial_xh)^2+\eta(x,t),\qquad
\langle\eta(x,t)\eta(x',t')\rangle=2D\,\delta(x-x')\delta(t-t'),$$

with Gaussian noise of zero mean. Show how $\lambda$ can be read from the dependence of the velocity on tilt, and determine it for the single-step model.

**Answer.** Write a surface of mean tilt $m$ as

$$h(x,t)=mx+v_0t+\frac{\lambda m^2}{2}t+g(y,t),\qquad y=x+\lambda mt .$$

At fixed $x$ the argument $y$ changes at the rate $\lambda m$, so

$$\partial_th=v_0+\frac{\lambda m^2}{2}+\lambda m\,\partial_yg+\partial_tg,\qquad
\partial_xh=m+\partial_yg,\qquad \partial_x^2h=\partial_y^2g .$$

The nonlinear term is

$$\frac{\lambda}{2}(m+\partial_yg)^2=\frac{\lambda m^2}{2}+\lambda m\,\partial_yg+\frac{\lambda}{2}(\partial_yg)^2 .$$

On insertion, $v_0$, $\lambda m^2/2$ and $\lambda m\,\partial_yg$ cancel between the two sides, leaving

$$\partial_tg=\nu\,\partial_y^2g+\frac{\lambda}{2}(\partial_yg)^2+\eta(y-\lambda mt,t).$$

The shifted noise has the correlation $2D\,\delta\big(y-y'-\lambda m(t-t')\big)\delta(t-t')$. The second delta function sets $t=t'$ and removes the shift from the first, so the noise statistics are unchanged. This step needs noise that is white in time; noise with a memory would notice the moving frame.

The function $g$ thus has zero mean tilt and obeys an equation whose statistics do not contain $m$. Its mean velocity, call it $w$, is independent of $m$. The total velocity is

$$V(m)=v_0+w+\frac{\lambda}{2}m^2\quad\Rightarrow\quad\lambda=\frac{d^2V}{dm^2}.\tag{5}$$

The constant $w$ contains the contribution of slope fluctuations to the growth rate. It affects $V(0)$ but not the curvature. The continuum equation needs a short-distance cutoff for $w$ to be finite; (5) assumes one that respects translations and the tilt transformation.

For the lattice model, (4) gives

$$v'(m)=-m,\qquad v''(m)=-1,\qquad\boxed{\lambda=-1}.$$

The identification rests on a gradient expansion. On scales much longer than the lattice spacing, each piece of surface is assumed to be locally stationary and to grow with the velocity of its local slope. For a surface of tilt $m$ with a slowly varying disturbance $\varphi$,

$$v(m+\partial_x\varphi)=\frac{1-m^2}{2}-m\,\partial_x\varphi-\frac12(\partial_x\varphi)^2 .$$

The last coefficient is $\lambda/2=-1/2$. The linear term is a drift: $\partial_t\varphi=-m\,\partial_x\varphi$ carries a disturbance with velocity $m$, and the frame $y=x+\lambda mt=x-mt$ removes it.

The coefficient is the same at every tilt $|m|<1$, but this does not make all other parameters independent of tilt. In the KPZ equation with fixed parameters, the slope fluctuations around the mean do not depend on $m$, as just shown. In the lattice model, the variance of a single slope is $\langle u_i^2\rangle-m^2=1-m^2$. The continuum description is therefore to be applied around a chosen tilt, with parameters belonging to that tilt.

## Part (f)

**Question.** Explain the sign of $\lambda$. How does its value change with evaporation, and with physical units?

**Answer.** Tilt replaces some steps of one sign by steps of the other. The product of their densities, and with it the density of minima, falls. Minima are the growth sites, so a tilted surface grows more slowly. Growth normal to the surface at constant speed would have the opposite tendency, since its vertical speed rises with slope.

Now let each local maximum also lose 2 height units at rate $q$. Configuration $C$ is left at rate $n_{\min}+q\,n_{\max}$. With equal weights it is entered at rate $n_{\max}+q\,n_{\min}$, because evaporation leaves behind a minimum. Since $n_{\min}=n_{\max}$, the uniform state remains stationary. Deposition alone already connects all configurations, so it also remains unique. The gain from minima is reduced by the loss from an equal density of maxima:

$$v(m)=(1-q)\,\frac{1-m^2}{2},\qquad\lambda=-(1-q).$$

At $q=1$ deposition and evaporation balance, and both the velocity and the nonlinearity vanish. For $q>1$ the surface recedes and $\lambda$ is positive. The value $-1$ belongs to the totally asymmetric case, $q=0$.

To restore units at $q=0$, let the attempt rate be $\Gamma$, the lattice spacing $a$ and the height difference of neighbours $b$, so that one event adds $2b$. The physical slope is $s=mb/a$, and

$$V=\Gamma b\,\frac{1-m^2}{2}=\frac{\Gamma b}{2}-\frac{\Gamma a^2}{2b}s^2
\quad\Rightarrow\quad\lambda=\frac{d^2V}{ds^2}=-\frac{\Gamma a^2}{b}.$$

This has the dimension of a velocity, as it must when multiplied by a squared slope. For $\Gamma=a=b=1$ it returns $-1$.

## Part (g)

**Question.** Numerical data for small rings and for a simulated ring of 20 sites are given in the numerical output below. Predict the curvature of the velocity on a finite ring, and assess whether the data support the results of parts (c) to (e).

**Answer.** The tilts allowed on a ring of even $L$ are spaced by $\Delta=2/L$, since exchanging one down-step for an up-step changes $N_+-N_-$ by 2. Because (2) is quadratic in $m$, its second difference equals its second derivative:

$$\kappa_L=\frac{v_L(\Delta)-2v_L(0)+v_L(-\Delta)}{\Delta^2}=-\frac{L}{L-1}.$$

For $L=4$ and $L=10$ this gives $-1.3333$ and $-1.1111$. The same values follow from stationary states found numerically from the full matrix of transition rates, without assuming equal weights. If the size dependence is taken to have the form $\kappa_L=\lambda+\text{const}/(L-1)$, as (2) implies, then $(L-1)\kappa_L$ is linear in $L$ with slope $\lambda$, and two sizes suffice to eliminate the finite-size term. The form is borrowed from (2); assuming a plain $1/L$ term instead would give $(10\kappa_{10}-8\kappa_8)/2=-0.984$ from the same two sizes. With the $1/(L-1)$ form,

$$\lambda=\frac{9\kappa_{10}-7\kappa_8}{10-8}
=\frac{9(-1.1111)-7(-1.1429)}{2}\approx\frac{-10.000+8.000}{2}=-1.000 .$$

The simulation follows explicit heights from an ordered start. It makes $L$ attempts at randomly chosen sites per time unit, which has the same stationary state and mean velocity as independent attempts at rate 1. It discards the first 100 time units and averages over the next 200, in 1500 independent copies. At $m=0.6$ there are 16 up-steps and 4 down-steps, and (2) predicts

$$v_{20}=\frac{2\cdot16\cdot4}{20\cdot19}=\frac{128}{380}=0.3368 .$$

The measured value is $0.3372\pm0.0004$, where the uncertainty is one standard error. At all five tilts the measurement lies within one standard error of the ring formula. The infinite-system value at $m=0.6$ is $(1-0.36)/2=0.3200$, clearly outside the statistical error. The difference is not a failure of (4): the ring velocity should exceed it by the fraction $L/(L-1)-1=1/19$, or 5.3%.

To estimate the infinite-system curvature, the measured velocities are multiplied by $19/20$ and fitted by a quadratic polynomial in $m$. Twice its quadratic coefficient gives

$$\lambda=-1.000\pm0.003,$$

and its constant term gives $v(0)=0.5001\pm0.0004$. The size factor is taken from (2), so the fit checks the dependence on tilt after this correction; it does not determine the size dependence independently. That dependence is checked by the small rings.

In the infinite system the velocity falls from 0.5000 at $m=0$ to 0.3200 at $m=0.6$, a ratio of 0.64. This ratio is the factor $1-m^2$. The corresponding reduction by $m^2$, or 36%, displays directly the loss of growth sites that makes $\lambda$ negative.

## Values computed for the example and the checks

```
Lattice units; time unit = 1/(attempt rate per site)
Ring L=4, n_up=2: number of configurations = 6
  configurations with 1 minimum = 4
  configurations with 2 minima  = 2
  mean number of minima = 1.333333
  neighbour slope correlation <u u'> = -0.333333
  velocity from rate matrix = 0.666667 height/time
  infinite-system velocity at m=0 = 0.500000
Rate-matrix tests, all tilts, L = 4, 6, 8, 10:
  largest relative deviation from uniform = 3.1e-14
  largest velocity error = 2.2e-16 height/time
  largest slope-correlation error = 1.2e-16
  L=4: second difference of v at m=0 = -1.333333
  L=6: second difference of v at m=0 = -1.200000
  L=8: second difference of v at m=0 = -1.142857
  L=10: second difference of v at m=0 = -1.111111
  lambda extrapolated from L=8,10 = -1.000000
Simulation: L=20, copies=1500, burn-in=100, run=200 time units
  tilt | simulated v | std. error | ring v | infinite v
  -0.6 | 0.33663 | 0.00041 | 0.33684 | 0.32000
  -0.3 | 0.47910 | 0.00052 | 0.47895 | 0.45500
  +0.0 | 0.52635 | 0.00057 | 0.52632 | 0.50000
  +0.3 | 0.47906 | 0.00050 | 0.47895 | 0.45500
  +0.6 | 0.33718 | 0.00042 | 0.33684 | 0.32000
  fitted v at m=0, size-corrected = 0.50010 +/- 0.00036 height/time
  fitted lambda = -1.0002 +/- 0.0027
Infinite system: v(m=0.6)/v(m=0) = 0.6400
```
